Real-space dipole force constants and the direction-dependent limit at Γ

## First half: the pair law and its lattice sum

A phonon code that stores force constants out to a finite distance builds the force-constant matrix at wavevector q as a finite sum of terms Φ exp(iq·d). Such a sum is continuous in q and has one value at q = 0. In a polar insulator the limit of the true matrix depends on the direction in which q approaches zero, because a longitudinal displacement wave carries a macroscopic electric field. The truncated sum therefore gives the same optical frequencies for every direction. In the model crystal of the second half the highest optical frequency is 8.76 THz without the macroscopic field and 10.45 THz for q along x, and no finite set of force constants can hold both values at Γ.

The opposite attempt, to sum the slowly decaying interactions directly at q = 0, fails in another way: the result depends on the shape of the region that is summed. Both faults have one origin, the 1/r³ interaction between the dipoles of displaced ions.

### Assumptions and conventions

The crystal is an insulator, the displacements are small, and the electrons follow the ions at once. Magnetic and retardation effects are neglected. A displacement u_κ of ion κ creates, at zero macroscopic field, the dipole

p_κ = e Z_κ u_κ,

where e > 0 is the elementary charge and Z_κ is the Born tensor. Its first index belongs to the dipole and its second to the displacement, and it need not be symmetric. The electrons, with the ions held fixed, have the relative permittivity tensor ε, which is symmetric and positive definite. The cell volume is Ω.

The same Born tensor gives the force on an ion in a macroscopic field E. Let H(u,E) be the energy function whose derivatives are the force and the dipole, F = −∂H/∂u and p = −∂H/∂E. Since mixed derivatives are equal,

∂F_α/∂E_β = ∂p_β/∂u_α = e Z_βα,

and so

F = e Zᵀ E.

The transpose matters whenever Z is not symmetric.

Force constants are second derivatives of the energy,

Φ_κκ',αβ = ∂²W/∂u_κα ∂u_κ'β,

so that the force on κ due to a displacement of κ' is −Φ_κκ' u_κ'.

### The potential in an anisotropic medium

At distances large against the cell, the polarization is the sum of an ionic part and an electronic response to the field:

P = P_ion + ε₀(ε − 1)E.

There is no free charge, hence ∇·(ε₀E + P) = 0. Inserting P gives

ε₀ ∇·(εE) = −∇·P_ion.

The source is the polarization defined by the Born tensors, and the electronic response has moved to the left side as ε. With E = −∇φ, the potential of a unit source charge obeys

−ε₀ ∇·(ε∇G) = δ(x).

Set x = ε^{1/2} y, where ε^{1/2} is the symmetric positive square root. Then ∇_x = ε^{−1/2}∇_y, and

∇_x·(ε∇_x) = ∇_y·(ε^{−1/2} ε ε^{−1/2} ∇_y) = ∇_y².

The volume element is d³x = √(det ε) d³y, so δ(x) = δ(y)/√(det ε). The equation is now the ordinary Poisson equation with a source of strength 1/√(det ε), and its solution is

G(x) = 1/(4πε₀ √(det ε) |y|),  |y| = (x·ε⁻¹x)^{1/2}.

### The pair force constant

Let ion κ lie at r and ion κ' at r' = r + d. The dipole p at r has P_ion = p δ(x−r). Its potential is

φ(x) = −∫ G(x−x') p·∇'δ(x'−r) d³x' = −p·∇_x G(x−r).

One integration by parts moves the derivative onto G with a plus sign, and the change from ∇' to ∇_x restores the minus sign. The field is E = −∇φ = ∇(p·∇)G. Integrating the force eZ_κ'ᵀE over the displacement u_κ' gives the energy −p'·E, that is

W = −(p·∇)(p'·∇) G(d).

Define the scaled length and the scaled vector

D = (d·ε⁻¹d)^{1/2},  Δ = ε⁻¹d.

Since ∂D/∂d_a = Δ_a/D and ∂Δ_a/∂d_b = (ε⁻¹)_ab, the derivatives of 1/D are

∂_a (1/D) = −Δ_a/D³,

∂_b∂_a (1/D) = −(ε⁻¹)_ab/D³ + 3Δ_aΔ_b/D⁵.

The minus sign in W reverses both terms. With p = eZ_κu_κ and p' = eZ_κ'u_κ', the energy is W = u_κᵀ Z_κᵀ T(d) Z_κ' u_κ', where

T(d) = e²/(4πε₀ √(det ε)) [ε⁻¹/D³ − 3ΔΔᵀ/D⁵],

Φ_κκ'(d) = Z_κᵀ T(d) Z_κ'.  (1)

Doubling d doubles both D and Δ and divides T by eight: this is the 1/r³ law. At a given distance r, T depends on the direction of d through both D and the product ΔΔᵀ; in an isotropic medium only the second dependence remains. For an isotropic medium of permittivity ε_s, D = r/√ε_s, Δ = d/ε_s and √(det ε) = ε_s^{3/2}. Equation (1) then reduces to the familiar tensor

T = e²/(4πε₀ε_s) [1/r³ − 3ddᵀ/r⁵].

Equation (1) is the dipole part at large distance. Near neighbours also interact through overlap and higher multipoles. An implementation may still use (1) at short distance, as a definition of what is subtracted, provided that the remainder is stored and added back.

As a numerical case, take ε with ε_xx = 4, ε_yy = 3, ε_zz = 6 and ε_xz = 0.5, and the vector d = (2.50, 2.25, 2.50) Å. Here √(det ε) = 8.4410 and e²/(4πε₀ Å³) = 230.708 N/m, so the prefactor is 27.33 N/m for lengths in Å. The scaled vector is Δ = (0.579, 0.750, 0.368) Å and the scaled length is D = 2.014 Å, against a plain length of 4.191 Å. The xy element of ε⁻¹ is zero, which leaves

T_xy = −27.33 × 3 × 0.579 × 0.750/2.014⁵ = −1.07 N/m.

### Why the sum at Γ needs an order

Consider a pair of sublattices separated by τ, so that d = R + τ with R a lattice vector. The sum needed is

S(q) = Σ' T(d) exp(iq·d),

where the prime leaves out d = 0, which occurs when the two sublattices are the same. The phase contains the full vector d. A code that uses exp(iq·R) differs by the factor exp(−iq·τ), which tends to one at Γ.

At q = 0 a shell between r and r + dr holds about 4πr²dr/Ω terms, each of size r⁻³. The sum of absolute values grows like ∫dr/r, a logarithm, so any finite result rests on cancellation between directions. In the variable y = ε^{−1/2}d, with unit vector ŷ, the tensor reads

T = e²/(4πε₀ √(det ε)) ε^{−1/2} [(1 − 3ŷŷᵀ)/y³] ε^{−1/2}.  (2)

The average of ŷŷᵀ over the sphere is 1/3 times the unit matrix, so the bracket averages to zero on each surface of constant y, that is of constant D. Growing ellipsoids D < L are therefore a natural order. The boundary is taken smooth: w(s) is a smooth function equal to 1 for s < 1/2 and to 0 for s > 1, and

S⁰ = lim Σ' w(D/M) T(d) for M → ∞.

The limit exists, as the next section shows.

### Separation into near and far parts

Fix a length L and write T = w(D/L)T + f_L, with the far part

f_L(d) = [1 − w(D/L)] T(d).

It is smooth everywhere and vanishes near d = 0. Because T scales as the inverse cube, f_L(d) = L⁻³ f₁(d/L), where f₁ is the far part for unit length. Let F(k) = ∫ f₁(x) exp(ik·x) d³x. The transform of f_L is then F(Lk).

Two properties of F are needed. A derivative of f₁ of order n falls off as |x|^{−3−n}, which is integrable for n ≥ 1. Integration by parts therefore defines F for k ≠ 0 and shows that F is continuous there and falls faster than any power of 1/|k|. The surface terms vanish because a surface of area r² meets a function of size r⁻³.

With an outer boundary at M > L, the far part becomes f_L − f_M, which is smooth and of finite range. Its sum over the lattice, Σ_R (f_L − f_M)(R+τ) exp(iq·(R+τ)), is periodic in τ. Its Fourier coefficients, found by joining the integrals over all cells into one over all space, are the transforms at q − G divided by Ω, where G is a reciprocal lattice vector. Hence

far sum = (1/Ω) Σ_G exp(iG·τ) [F(L(q−G)) − F(M(q−G))].

For q ≠ 0 inside the first zone, every argument is nonzero and the terms with M vanish as M → ∞. This gives

S(q) = Σ' w(D/L) T exp(iq·d) + (1/Ω) Σ_G exp(iG·τ) F(L(q−G)).  (3)

For q = 0, the term G = 0 is the plain integral of f_L − f_M. It is zero, because the angular average of (2) is zero. The other terms with M vanish as before, so S⁰ exists:

S⁰ = Σ' w(D/L) T + (1/Ω) Σ_{G≠0} exp(iG·τ) F(−LG).  (4)

Let q → 0 in (3) and subtract (4). The near sum has finitely many terms and is continuous. The terms with G ≠ 0 are continuous too, and their fast decay lets the limit be taken term by term. What survives is

S(q) − S⁰ → (1/Ω) lim F(Lq).  (5)

The direction dependence thus comes from the far region alone, where the lattice acts as a continuum.

### The far integral

Substitute d = ε^{1/2}y and k = ε^{1/2}q, so that q·d = k·y. The volume element supplies √(det ε), which cancels the same factor in (2):

F(Lq) = e²/(4πε₀) ε^{−1/2} J ε^{−1/2},

J = ∫ [1 − w(y/L)] (1 − 3ŷŷᵀ) exp(ik·y) y⁻³ d³y.

For fixed y, put x = ky. The angular integral is a traceless tensor with k̂ as its axis, so it has the form a(x)(3k̂k̂ᵀ − 1). Projecting on k̂ from both sides gives, with μ = k̂·ŷ,

2a = 2π ∫ (1 − 3μ²) exp(ixμ) dμ, from −1 to 1.

The integral of exp(ixμ) is 2 sin x/x, and a factor μ² amounts to minus the second derivative with respect to x. Therefore

∫ (1 − 3μ²) exp(ixμ) dμ = 2 sin x/x + 6 (sin x/x)''
= 12 sin x/x³ − 4 sin x/x − 12 cos x/x² = 4 j₂(x),

where j₂ is the spherical Bessel function of order two. So a = 4πj₂(x). The radial measure y²dy/y³ equals dx/x, and

J = 4π(3k̂k̂ᵀ − 1) ∫₀^∞ [1 − w(x/(kL))] j₂(x) dx/x.

As k → 0 the window removes only the range x < kL. There j₂ ≈ x²/15, so the loss is of order (kL)². The rest follows from j₁(x) = sin x/x² − cos x/x, since differentiation gives (j₁/x)' = −j₂/x. Thus

∫_a^∞ j₂(x) dx/x = j₁(a)/a → 1/3 for a → 0,

and J → 4π(k̂k̂ᵀ − 1/3). Finally, ε^{−1/2}k = q and k² = q·εq. Equation (5) becomes

S(q) → S⁰ + N(q̂),

N(q̂) = e²/(ε₀Ω) [q̂q̂ᵀ/(q̂·εq̂) − ε⁻¹/3].  (6)

The length of q has dropped out and its direction has not.

## Second half: summation orders, optical modes and a worked crystal

The symbols taken from the first half are these. Ion κ has the Born tensor Z_κ, with dipole eZ_κu_κ; ε is the electronic permittivity and Ω the cell volume. The pair force constant is Φ_κκ' = Z_κᵀT(d)Z_κ', where T is the dipole tensor of the anisotropic medium and falls as 1/r³. S_κκ'(q) is the sum of T(d) exp(iq·d) over the vectors d from an ion κ to the ions κ', without d = 0. S⁰ is its value at q = 0 when the sum runs over growing ellipsoids of constant D = (d·ε⁻¹d)^{1/2}. For q → 0 along the unit vector q̂, S → S⁰ + N(q̂), with

N(q̂) = e²/(ε₀Ω) [q̂q̂ᵀ/(q̂·εq̂) − ε⁻¹/3].  (6)

### Other orders of summation

Replace the ellipsoids by spheres, with a smooth window v(r/L) and v(0) = 1. Write the window as a Fourier integral,

v(r/L) = ∫ V_L(k) exp(ik·d) d³k/(2π)³.

Multiplying by T(d) and summing over d gives

Σ' v(r/L) T(d) = ∫ V_L(k) S(k) d³k/(2π)³.

The interchange of sum and integral is allowed because S is bounded, also when an outer boundary is present. As L grows, V_L gathers at |k| of order 1/L, its total weight stays v(0) = 1, and it depends on |k| alone. The integral becomes an average over directions:

sum over growing spheres = S⁰ + average of N(q̂) over the unit sphere.  (7)

For ellipsoids the weight is uniform in the direction of ε^{1/2}q instead, and the average of N is then zero, in accord with the definition of S⁰.

A second order is to sum complete lattice planes first and then stack them. Let n be the plane normal and z the height of a plane above the chosen ion. The plane through the ion converges absolutely, since r⁻³ is summed over an area. For any other plane, split the potential of its sources into in-plane Fourier components. The uniform component obeys ε_zz φ'' = 0 away from the plane. It is linear in z, and its second derivatives, which enter T, vanish. A component with in-plane reciprocal vector g varies as exp(ig·x + λz). With a = Σ_j ε_zj g_j and b = g·εg, the equation ∇·(ε∇φ) = 0 requires

ε_zz λ² + 2iaλ − b = 0,

λ = [−ia ± √(ε_zz b − a²)]/ε_zz.

The root is real and nonzero because ε is positive definite, so the contribution of a plane falls exponentially with |z|. For q = qn the phase exp(iqz) is the same for a whole plane, and S(qn) is an exponentially convergent sum over planes, continuous at q = 0. Hence

sum by planes normal to n = S⁰ + N(n).  (8)

The limit q → 0 along a plane normal n thus equals the sum by planes normal to n. A plane wave along n is uniform across each plane, so all terms of one plane enter with the same phase. The spherical order matches no single direction: the average of q̂q̂ᵀ/(q̂·εq̂) in (7) has three positive eigenvalues, whereas for one direction this matrix has only one.

These sums are not the energies of finite samples in vacuum. The tensor T belongs to an unbounded medium, and a real surface would add its own screening charge.

### The force-constant matrix near Γ

Multiplication by the Born tensors gives the direction-dependent part of the matrix:

C_κκ'(q̂) = e²/(ε₀Ω) (Z_κᵀq̂)(Z_κ'ᵀq̂)ᵀ/(q̂·εq̂).  (9)

Macroscopic electrostatics gives the same term. A displacement wave has P_ion = (e/Ω) Σ_κ' Z_κ'u_κ'. Its field is longitudinal, E = −cq, and ε₀ q·εE = −q·P_ion fixes c, so that

E = −q (q·P_ion)/(ε₀ q·εq).

The force eZ_κᵀE equals −Σ_κ' C_κκ'u_κ', with C as in (9). This identifies the two parts of N. The first is the macroscopic field. The second, −ε⁻¹/3, does not depend on direction and belongs to the choice of ellipsoids as reference. If the macroscopic field is set to zero, as in a calculation with strictly periodic potentials at q = 0, the sum to use is

S(no field) = S⁰ − e²ε⁻¹/(3ε₀Ω).  (10)

The limit q → 0 has a lower bound in practice. Retardation may be neglected when |q| is much larger than ω/c, which is about 2 × 10⁻⁵ Å⁻¹ at 10 THz. This is still far below a reciprocal lattice vector.

### The on-site term and the acoustic modes

A rigid translation must produce no force. The on-site dipole term of ion κ is therefore minus the sum of its couplings to all other ions,

O_κ = −Σ_κ' Z_κᵀ S_κκ' Z_κ',

taken at q = 0, where an order is needed. A change of order adds the same tensor, call it X, to every S_κκ'. The change in O_κ is

−Z_κᵀ X Σ_κ' Z_κ' = 0,

because the Born tensors of a neutral crystal sum to zero. The on-site term has one value in every order, provided that the same order is used for all sublattices. If the computed tensors leave a remainder Q = Σ_κ' Z_κ', the on-site term depends on the order. When it is built from the field-free sum (10), a rigid translation t feels, for q → 0 along q̂, the spurious force −e²/(ε₀Ω) Z_κᵀq̂ (q̂·Qt)/(q̂·εq̂), and an acoustic frequency can fail to vanish at Γ. Neutrality should be restored before (9) is used.

With more than two ions in the cell, O_κ need not be a symmetric matrix, although the complete on-site force constant must be one. The other forces then supply the opposite antisymmetric part. In the two-ion crystal below, O_κ is symmetric by itself.

Now take two ions per cell with Born tensors Z and −Z, each at an inversion centre. Then S₁₁ = S₂₂ and S₁₂ = S₂₁, and both are real and even in q. Let the matrix K collect all other forces between the sublattices at q = 0. The first diagonal block is

C₁₁ = Zᵀ(S₁₁⁰ + N)Z − Zᵀ(S₁₁⁰ − S₁₂⁰)Z + K = Zᵀ(S₁₂⁰ + N)Z + K.

The off-diagonal block is

C₁₂ = −Zᵀ(S₁₂⁰ + N)Z − K.

With A = K + Zᵀ(S₁₂⁰ + N)Z, the equations of motion are

m₁ω²u₁ = A(u₁ − u₂),  m₂ω²u₂ = −A(u₁ − u₂).

Their sum, ω²(m₁u₁ + m₂u₂) = 0, leaves three modes with ω = 0, in which the ions move together. Dividing by the masses and subtracting gives the optical modes for u = u₁ − u₂:

μω²u = A u,  1/μ = 1/m₁ + 1/m₂.  (11)

### What the field does to the optical modes

Let A₀ be A without the macroscopic field, with eigenvalues λ₁ ≤ λ₂ ≤ λ₃ and unit eigenvectors e_i. Then

A = A₀ + bbᵀ,  b = √(e²/(ε₀Ω q̂·εq̂)) Zᵀq̂.

A mode with b·u = 0 creates no macroscopic field and keeps its frequency. For the others, Au = λu gives u = (λ − A₀)⁻¹b (b·u), and multiplication by b yields

1 = Σ_i (b·e_i)²/(λ − λ_i).

If the λ_i are distinct and no b·e_i is zero, the right side falls from +∞ to −∞ between neighbouring λ_i, and from +∞ to 0 above λ₃. One root lies in each interval. The field therefore raises each frequency, and the lower two stay below the next field-free one. In a general direction no mode need be purely transverse or longitudinal. The trace of A gives the total shift:

μ Σ_i [ω_i²(q̂) − ω_i²(no field)] = e²/(ε₀Ω) |Zᵀq̂|²/(q̂·εq̂).  (12)

### A worked crystal

The model cell is monoclinic, with round parameters. Its lattice vectors are (4.0, 0, 0), (0, 4.5, 0) and (1.0, 0, 5.0) Å, so Ω = 90.00 Å³, and the second ion sits at the body centre. The permittivity has ε_xx = 4, ε_yy = 3, ε_zz = 6 and ε_xz = 0.5. The Born tensor of the first ion has the rows

x: 2.0, 0, 0.3
y: 0, 1.5, 0
z: −0.2, 0, 2.5

and the second ion has the opposite tensor. The masses are 20 u and 60 u, so μ = 15 u. K is 80 N/m times the unit matrix. The natural scale of the direction-dependent term is e²/(ε₀Ω) = 32.213 N/m.

The ellipsoidal sum was taken term by term with the smooth window ½ erfc((D − 20 Å)/5 Å). Between the two sublattices it gives, in N/m,

S₁₂⁰: xx 1.241, yy −2.822, zz 0.535, xz 0.292,

with xy and yz zero. For q along z, equation (6) with (ε⁻¹)_zz = 0.16842 adds to the zz element

32.213 × (1/6 − 0.16842/3) = 3.560 N/m,

and the limit is 0.535 + 3.560 = 4.095 N/m. The yy element receives only the second part of N, −32.213 × 0.33333/3 = −3.579 N/m, and becomes −6.401 N/m.

The planar order can be evaluated without (6). Planes normal to z were summed up to a height of 11 Å, each with smooth in-plane windows of radius 120 and 240 Å. The missing tail of a plane is inversely proportional to the radius, so twice the larger sum minus the smaller removes it. The result is 4.095 N/m for zz and −6.400 N/m for yy, as (8) requires. Growing spheres give 0.926 and −3.502 N/m for the same elements. They differ from S₁₂⁰ by 0.391 and −0.680 N/m, which are the direction averages of N found by quadrature over the unit sphere. Three orders of summation thus give three values for one formal sum.

The limit q → 0 can also be approached directly. The sums were evaluated at |q| = 0.10 and 0.15 Å⁻¹ with the wide spherical window ½ erfc((r − 175 Å)/70 Å). The window changes over 70 Å, which is long against 1/|q|, so the phase factor rather than the window selects the directional limit, although the window can still leave a small residual. Since the sums are even in q, the leading correction is quadratic and is removed by

S(0) ≈ [q₂²S(q₁) − q₁²S(q₂)]/(q₂² − q₁²) = 1.8 S(q₁) − 0.8 S(q₂).

The element of S₁₂ along q̂, in N/m, then compares with (6) as follows.

q along x, xx: direct 6.570, formula 6.581
q along y, yy: direct 4.314, formula 4.337
q along z, zz: direct 4.090, formula 4.095

Over all elements of S₁₁ and S₁₂, for these directions and (1,1,1), the largest difference is 0.022 N/m. Terms of fourth order in q, which the extrapolation keeps, are too small to explain this. For q along y nearly all of S₁₂ comes from the two planes at y = ±2.25 Å, since farther planes are exponentially small, so S₁₂(q) ≈ 4.337 cos(2.25q) with q in Å⁻¹. The extrapolation then returns the fraction 1.8 cos 0.225 − 0.8 cos 0.3375 = 0.99976, an error of about 0.001 N/m. The origin of the rest was not examined.

For the frequencies, 4π²μ(1 THz)² = 0.9833 N/m. A vibration along y without the macroscopic field has

A_yy = 80 + 1.5² × (−6.401) = 65.60 N/m,  ν = √(65.60/0.9833) = 8.168 THz.

For q along y, the field adds 32.213 × 1.5²/3 = 24.16 N/m, and

ν = √(89.76/0.9833) = 9.554 THz.

Diagonalizing the full matrix A gives, in THz:

no macroscopic field: 8.168, 8.485, 8.764
q along x: 8.168, 8.551, 10.449
q along y: 8.485, 8.764, 9.554
q along z: 8.168, 8.667, 10.395
q along (1,1,1): 8.243, 8.512, 10.311

For q along y, Zᵀq̂ points along y, and the two modes in the xz plane keep their frequencies. For q along x or z it is the y mode that stays. For q along x, Zᵀq̂ = (2.0, 0, 0.3), and (12) predicts a total shift of 32.213 × 4.09/4 = 32.94 N/m. The listed frequencies give

0.9833 × (8.551² + 10.449² − 8.485² − 8.764²) = 32.94 N/m.

For (1,1,1) all three frequencies move, each within the interval set by the secular equation.

### Use in an interpolation scheme, and limits

The slowly decaying part is handled by subtraction. At each wavevector of a coarse grid, subtract the dipole matrix Z_κᵀS_κκ'(q)Z_κ', with its on-site term, from the computed force-constant matrix. Fourier transform the remainder to real space and truncate it there. At any other q, transform it back and add the dipole matrix for that q. Four points need care.

First, if the grid data at Γ were computed without a macroscopic field, the sum subtracted there must be (10). Subtracting S⁰ or a directional limit would leave an error in the remainder at Γ, which the Fourier transform turns into the same spurious constant for every lattice vector in real space.

Second, the dipole matrix must have the same phase convention as the force-constant matrix from which it is subtracted, and the Fourier transforms must follow that convention too. A mismatch repeated in the subtraction and in the addition cancels at the grid points but not between them.

Third, expression (9) alone is not a substitute for the sum away from Γ. It does not have the periodicity of the reciprocal lattice, whereas the sum repeats under q → q + G up to the known phase exp(iG·τ).

Fourth, ε must enter as a tensor. With the mean permittivity 13/3 in place of ε_yy = 3, the field term for q along y would be 16.7 instead of 24.2 N/m.

The remainder is not strictly of short range. A dipole–quadrupole interaction has one more derivative of G and falls as 1/r⁴. In reciprocal space the extra derivative is an extra factor q, so its non-analytic part vanishes as |q| at Γ. The limit (6) is unaffected, but the approach to it may depend on direction at first order in q, unless symmetry forbids this, as inversion centres at both ions do here. In a metal, free carriers screen the macroscopic field at long wavelength, and the derivation does not apply. In a single layer the field spreads into the space outside, so G and the limit at Γ both change.
